# Two electrons in a periodic box: full CI in relative momentum: verification in Python

```python
"""Two electrons in a periodic cube of side L (atomic units).
Result under test: full CI in plane waves splits by total momentum K, and the
K = 0 block is H[k,k'] = k^2 delta(k,k') + v(k-k'), v(q) = 4 pi/(Omega q^2),
v(0) = 0. Its lowest energy converges as E_M - E_inf ~ 4 S^2/(9 pi^2 M).
Symbols: Omega = L^3; k = 2 pi n/L with integer vector n; R = cutoff on |n|;
M = number of plane waves; c = pair amplitudes of (k,-k); S = sum of the
normalized amplitudes, so S^2 is the contact density relative to no correlation.
"""
import numpy as np
from scipy import fft, integrate, linalg
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
L = 5.0
OMEGA = L**3
K1 = 2 * np.pi / L


def plane_waves(n2max):
    r = int(np.sqrt(n2max)) + 1
    a = np.arange(-r, r + 1)
    n = np.array(np.meshgrid(a, a, a, indexing="ij")).reshape(3, -1).T
    return n[(n**2).sum(axis=1) <= n2max]


def momentum_block(waves, total):
    """CI matrix of all pairs (n1, total-n1) with both members in the basis."""
    members = {tuple(n) for n in waves.tolist()}
    n1 = np.array([n for n in waves.tolist()
                   if tuple(t - x for t, x in zip(total, n)) in members])
    n2 = np.array(total) - n1
    sq = (n1**2).sum(axis=1)
    q2 = K1**2 * (sq[:, None] + sq[None, :] - 2 * n1 @ n1.T)
    h = np.where(q2 > 1e-9, 4 * np.pi / (OMEGA * np.maximum(q2, 1e-9)), 0.0)
    h[np.diag_indices(len(n1))] = 0.5 * K1**2 * (sq + (n2**2).sum(axis=1))
    return h


def solve_pair(side, radius):
    """Fixed-point solution of the K = 0 problem; convolution by FFT."""
    size = fft.next_fast_len(4 * radius + 1, real=True)
    f = np.rint(np.fft.fftfreq(size) * size)
    n2 = f[:, None, None]**2 + f[None, :, None]**2 + f[None, None, :]**2
    inside = n2 <= radius**2
    k2 = (2 * np.pi / side)**2 * n2
    k2_safe = k2.copy()
    k2_safe[0, 0, 0] = 1.0
    v = 4 * np.pi / (side**3 * k2_safe)
    v[0, 0, 0] = 0.0
    v_hat = fft.rfftn(v)
    c = np.zeros_like(k2)
    c[0, 0, 0] = 1.0
    for _ in range(150):
        w = fft.irfftn(v_hat * fft.rfftn(c), s=c.shape)
        energy = w[0, 0, 0]
        new = np.where(inside, -w / (k2_safe - energy), 0.0)
        new[0, 0, 0] = 1.0
        change = np.abs(new - c).max()
        c = new
        if change < 1e-12:
            break
    else:
        raise AssertionError("pair iteration did not converge")
    norm = np.sqrt((c**2).sum())
    return energy, c / norm, int(inside.sum())


# Coulomb coefficient from radial quadrature of the screened interaction
def screened(mu):
    val = integrate.quad(lambda r: np.exp(-mu * r), 0, np.inf,
                         weight="sin", wvar=K1)[0]
    return 4 * np.pi * val / K1


v1 = 4 * np.pi / (OMEGA * K1**2)
v1_quad = (4 * screened(0.05) - screened(0.1)) / 3 / OMEGA
assert abs(v1_quad / v1 - 1) < 1e-4   # error of the mu -> 0 extrapolation

# Product-space CI with real orbitals on a grid, no momentum conservation used
waves19 = plane_waves(2)
g = 8
x = 2 * np.pi * np.arange(g) / g
X, Y, Z = np.meshgrid(x, x, x, indexing="ij")
orbitals = [np.full((g, g, g), 1 / np.sqrt(OMEGA))]
for n in waves19.tolist():
    if tuple(n) > (0, 0, 0):
        phase = n[0] * X + n[1] * Y + n[2] * Z
        orbitals += [np.sqrt(2 / OMEGA) * np.cos(phase),
                     np.sqrt(2 / OMEGA) * np.sin(phase)]
orb = np.array(orbitals)
m = len(orb)
dv = OMEGA / g**3
fg = np.rint(np.fft.fftfreq(g) * g)
q2g = K1**2 * (fg[:, None, None]**2 + fg[None, :, None]**2
               + fg[None, None, :]**2)
poisson = np.where(q2g > 0, 4 * np.pi / np.where(q2g > 0, q2g, 1.0), 0.0)
ax = (1, 2, 3)
minus_lap = np.fft.ifftn(q2g * np.fft.fftn(orb, axes=ax), axes=ax).real
kin = 0.5 * dv * orb.reshape(m, -1) @ minus_lap.reshape(m, -1).T
rho = (orb[:, None] * orb[None, :]).reshape(m * m, g, g, g)
pot = np.fft.ifftn(poisson * np.fft.fftn(rho, axes=ax), axes=ax).real
eri = dv * rho.reshape(m * m, -1) @ pot.reshape(m * m, -1).T
h_ci = eri.reshape(m, m, m, m).transpose(0, 2, 1, 3).reshape(m * m, m * m)
h_ci = h_ci + np.kron(kin, np.eye(m)) + np.kron(np.eye(m), kin)
levels, states = np.linalg.eigh(0.5 * (h_ci + h_ci.T))
ground = states[:, 0].reshape(m, m)
totals = {tuple(t) for t in
          (waves19[:, None] + waves19[None, :]).reshape(-1, 3).tolist()}
block_levels = {t: np.linalg.eigvalsh(momentum_block(waves19, t))
                for t in totals}
union = np.sort(np.concatenate(list(block_levels.values())))
assert len(union) == len(levels)
spectrum_error = np.abs(union - levels).max()
assert spectrum_error < 1e-10
e19 = block_levels[(0, 0, 0)][0]
e19_moving = min(e[0] for t, e in block_levels.items() if t != (0, 0, 0))
assert abs(e19 - levels[0]) < 1e-10 and e19_moving > e19 + 1e-3
assert np.abs(ground - ground.T).max() < 1e-8   # even under exchange: singlet

# Smallest basis: closed formula against the 7 x 7 matrix
d7 = K1**2 + 9 * v1 / 4
e7 = d7 / 2 - np.sqrt(d7**2 / 4 + 6 * v1**2)
e7_matrix = np.linalg.eigvalsh(momentum_block(plane_waves(1), (0, 0, 0)))[0]
assert abs(e7 - e7_matrix) < 1e-12

# Convergence with the cutoff
radii = [1, 2, 3, 4, 6, 8, 12, 16, 24]
E, S, M, EXT = {}, {}, {}, {}
for R in radii:
    E[R], amp, M[R] = solve_pair(L, R)
    S[R] = amp.sum()
    EXT[R] = E[R] - 4 * S[R]**2 / (9 * np.pi**2 * M[R])
assert all(E[b] < E[a] for a, b in zip(radii, radii[1:]))
dense6 = linalg.eigh(momentum_block(plane_waves(36), (0, 0, 0)),
                     eigvals_only=True, subset_by_index=[0, 0])[0]
assert abs(dense6 - E[6]) < 1e-10

# Tail law: computed energy drops on doubling the cutoff against prediction
tail_ratio = {}
for R in (3, 6, 12):
    predicted = 4 / (9 * np.pi**2) * (S[R]**2 / M[R] - S[2*R]**2 / M[2*R])
    tail_ratio[R] = (E[R] - E[2 * R]) / predicted
assert abs(tail_ratio[12] - 1) < 0.1   # corrections are of order 1/k_c
assert abs(tail_ratio[12] - 1) < abs(tail_ratio[3] - 1)
assert abs(EXT[12] - EXT[24]) < abs(E[12] - E[24]) / 5

# Cusp: large-k amplitude in the largest basis
k_test = 10 * K1
cusp_ratio = amp[10, 0, 0] / (-4 * np.pi * S[24] / (OMEGA * k_test**4))
assert abs(cusp_ratio - 1) < 0.06      # finite k and finite cutoff

# Small-box limit: second-order energy, independent of L
def second_order(radius):
    n2 = (plane_waves(radius**2)**2).sum(axis=1).astype(float)
    return -(n2[n2 > 0]**-3).sum() / (4 * np.pi**4)


L_small = 0.01
e_small = solve_pair(L_small, 12)[0]
assert abs(e_small / second_order(12) - 1) < 1e-3   # next order is O(L)

print(f"box side L = {L:.1f} bohr, volume = {OMEGA:.1f} bohr^3")
print(f"k1 = 2 pi/L = {K1:.6f} 1/bohr, k1^2 = {K1**2:.6f} hartree")
print(f"v(k1) = {v1:.6f} hartree; by quadrature {v1_quad:.6f} hartree")
print(f"M = 7: d = {d7:.6f} hartree, E formula = {e7:.8f} hartree")
print(f"M = 7: E from 7 x 7 matrix = {e7_matrix:.8f} hartree")
print(f"product-space CI: {m} orbitals, {len(levels)} states, "
      f"{len(totals)} K blocks")
print(f"largest spectrum difference = {spectrum_error:.1e} hartree")
print(f"M = 19: lowest E with K = 0: {e19:.8f} hartree")
print(f"M = 19: lowest E with K not 0: {e19_moving:.8f} hartree")
print(f"R = 6: dense matrix {dense6:.10f}, iteration {E[6]:.10f} hartree")
print("R, k_c (1/bohr), M, E (hartree), S, extrapolated E (hartree)")
for R in radii:
    print(f"{R:3d} {R*K1:8.4f} {M[R]:6d} {E[R]:.8f} {S[R]:.5f} {EXT[R]:.8f}")
for R in (3, 6, 12):
    print(f"energy drop R = {R} to {2*R}: {(E[R]-E[2*R])*1e6:.3f} "
          f"microhartree, computed/predicted = {tail_ratio[R]:.4f}")
print(f"cusp: amplitude/asymptotic form at k = {k_test:.3f} 1/bohr: "
      f"{cusp_ratio:.4f}")
print(f"second-order energy, R = 24: {second_order(24):.8f} hartree")
print(f"L = {L_small} bohr, R = 12: E = {e_small:.8f} hartree, "
      f"second order = {second_order(12):.8f} hartree")
print(f"weight of the k = 0 pair, R = 24: {amp[0, 0, 0]**2:.5f}")
print(f"relative contact density S^2, R = 24: {S[24]**2:.4f}")
print(f"change of extrapolated E, R = 16 to 24: "
      f"{(EXT[24]-EXT[16])*1e6:.4f} microhartree")
print(f"final correlation energy = {EXT[24]:.7f} hartree "
      f"= {EXT[24]*HARTREE_EV:.5f} eV")
print("success")
```

Printed output:

```
box side L = 5.0 bohr, volume = 125.0 bohr^3
k1 = 2 pi/L = 1.256637 1/bohr, k1^2 = 1.579137 hartree
v(k1) = 0.063662 hartree; by quadrature 0.063661 hartree
M = 7: d = 1.722376 hartree, E formula = -0.01400447 hartree
M = 7: E from 7 x 7 matrix = -0.01400447 hartree
product-space CI: 19 orbitals, 361 states, 93 K blocks
largest spectrum difference = 4.4e-15 hartree
M = 19: lowest E with K = 0: -0.01617564 hartree
M = 19: lowest E with K not 0: 0.72338291 hartree
R = 6: dense matrix -0.0170862372, iteration -0.0170862372 hartree
R, k_c (1/bohr), M, E (hartree), S, extrapolated E (hartree)
  1   1.2566      7 -0.01400447 0.77689 -0.01788723
  2   2.5133     33 -0.01662238 0.66992 -0.01723480
  3   3.7699    123 -0.01697871 0.62299 -0.01712080
  4   5.0265    257 -0.01704569 0.60403 -0.01710961
  6   7.5398    925 -0.01708624 0.58096 -0.01710267
  8  10.0531   2109 -0.01709475 0.57047 -0.01710170
 12  15.0796   7153 -0.01709934 0.55932 -0.01710131
 16  20.1062  17077 -0.01710044 0.55370 -0.01710124
 24  30.1593  57777 -0.01710099 0.54810 -0.01710122
energy drop R = 3 to 6: 107.526 microhartree, computed/predicted = 0.8557
energy drop R = 6 to 12: 13.104 microhartree, computed/predicted = 0.9061
energy drop R = 12 to 24: 1.645 microhartree, computed/predicted = 0.9480
cusp: amplitude/asymptotic form at k = 12.566 1/bohr: 0.9841
second-order energy, R = 24: -0.02156272 hartree
L = 0.01 bohr, R = 12: E = -0.02154575 hartree, second order = -0.02155721 hartree
weight of the k = 0 pair, R = 24: 0.99234
relative contact density S^2, R = 24: 0.3004
change of extrapolated E, R = 16 to 24: 0.0242 microhartree
final correlation energy = -0.0171012 hartree = -0.46535 eV
success
```
